# Depolarizing Field in a Square Lattice of Normal Dipoles: a numerical check

```python
"""Result under test: parallel point dipoles p, normal to a square lattice of
spacing a, produce at each site the field E = -S p/a^3, S = 9.0336...
Units: Hartree atomic units (4 pi eps0 = 1), same form as Gaussian units.
S: sum of 1/r^3 over the other sites, r in units of a.
F_j: field p/a^3 units, at height j*a directly above a site of one plane.
alpha: site polarizability; E0: uniform external field normal to the plane.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import erfc


def charge_pair_field(height, half_count, separation=1.0e-3):
    """Normal field of unit dipoles built from charge pairs, finite patch."""
    index = np.arange(-half_count, half_count + 1, dtype=float)
    rho2 = index[:, None]**2 + index[None, :]**2
    if height == 0:
        rho2[half_count, half_count] = np.inf
    charge = 1.0 / separation
    above = height - separation / 2
    below = height + separation / 2
    field = charge * (above / (rho2 + above**2)**1.5
                      - below / (rho2 + below**2)**1.5)
    return field.sum()


def omitted_sum(half_count):
    """Continuum estimate of the sum of 1/r^3 outside the square patch."""
    return 4 * np.sqrt(2) / (half_count + 0.5)


def shell_integral(c):
    root = np.sqrt(c)
    return (np.exp(-c) / c + np.sqrt(np.pi) * erfc(root) / (2 * c**1.5)
            + 2 * np.exp(-c) - 2 * np.sqrt(np.pi) * root * erfc(root))


def theta(t):
    n = np.arange(-40, 41)
    return np.exp(-np.pi * n**2 * t).sum()


# Fast lattice sum, grouped by squared distance.
squares = np.array([m*m + n*n for m in range(-5, 6) for n in range(-5, 6)
                    if (m, n) != (0, 0)])
S = 8*np.pi/3 + 2*np.pi*shell_integral(np.pi*squares).sum()

# Test of the integral and of the Poisson identity.
for c in (np.pi, 2*np.pi):
    numeric = quad(lambda t: (t**0.5 + t**-1.5)*np.exp(-c*t), 1, np.inf,
                   epsabs=1e-13, epsrel=1e-11)[0]
    assert abs(numeric - shell_integral(c)) < 1e-10
for t in (0.3, 0.7, 1.9):
    assert abs(theta(1/t) - np.sqrt(t)*theta(t)) < 1e-12

# Test of S against Coulomb fields of charge pairs. The finite pair
# separation causes an error of a few 1e-6.
large = 1000
S_direct = -charge_pair_field(0, large) + omitted_sum(large)
assert abs(S_direct - S) < 1e-5

# Test of the estimate for the omitted outer region on a small patch.
small = 10
S_small = -charge_pair_field(0, small)
assert abs((S - S_small) - omitted_sum(small)) < 2e-3

# Field of a plane at points directly above its sites.
g = 2*np.pi*np.sqrt(squares)


def plane_coupling(j):
    return 2*np.pi*(g*np.exp(-g*j)).sum()


F1 = plane_coupling(1)
F2 = plane_coupling(2)
F1_direct = charge_pair_field(1, large) - omitted_sum(large)
assert abs(F1_direct - F1) < 1e-5
other_planes = 2*sum(plane_coupling(j) for j in range(1, 9))
film_constant = S - other_planes
assert abs(film_constant - 8*np.pi/3) < 1e-10

# Hole in a smooth dipole sheet: numerical field integral outside radius b.
hole = 2*np.pi/S
sheet_field = quad(lambda r: 2*np.pi*r/r**3, hole, np.inf)[0]
assert abs(sheet_field - S_direct) < 1e-4
equal_area_hole = 1/np.sqrt(np.pi)
equal_area_sum = quad(lambda r: 2*np.pi*r/r**3, equal_area_hole, np.inf)[0]
assert equal_area_sum > S_direct

# Worked example with round model parameters.
alpha, a, E0 = 10.0, 6.0, 0.001
x = alpha/a**3
p_isolated = alpha*E0
p_layer = alpha*E0/(1 + S*x)
E_neighbours = -S*p_layer/a**3
E_local = E0 + E_neighbours
p_film = alpha*E0/(1 + 8*np.pi/3*x)


def cluster_centre_dipole(half_count):
    """Solve all mutually polarizing dipoles in a finite square patch."""
    index = np.arange(-half_count, half_count + 1, dtype=float)
    X, Y = np.meshgrid(index, index, indexing="ij")
    X, Y = X.ravel(), Y.ravel()
    distance2 = (X[:, None]-X[None, :])**2 + (Y[:, None]-Y[None, :])**2
    np.fill_diagonal(distance2, np.inf)
    matrix = x*distance2**-1.5
    np.fill_diagonal(matrix, 1.0)
    dipoles = np.linalg.solve(matrix, np.full(X.size, alpha*E0))
    return dipoles[X.size//2]


# The centre dipole approaches its limit as 1/L, which is extrapolated;
# edge dipoles leave a remainder of order log(L)/L^2.
n1, n2 = 12, 25
L1, L2 = n1 + 0.5, n2 + 0.5
p1, p2 = cluster_centre_dipole(n1), cluster_centre_dipole(n2)
p_cluster = (L2*p2 - L1*p1)/(L2 - L1)
assert abs(p_cluster/p_layer - 1) < 1e-3

# Finite stack of infinite planes, solved plane by plane.
planes = 21
stack = np.eye(planes)*(1 + S*x)
for i in range(planes):
    for k in range(planes):
        if i != k:
            stack[i, k] = -x*plane_coupling(abs(i-k))
p_stack = np.linalg.solve(stack, np.full(planes, alpha*E0))
assert abs(p_stack[planes//2]/p_film - 1) < 1e-9

field_unit = constants.physical_constants["atomic unit of electric field"][0]
to_V_per_nm = field_unit*1e-9

print(f"S, fast sum (dimensionless): {S:.8f}")
print(f"S, direct charge-pair sum (dimensionless): {S_direct:.5f}")
print(f"Constant 8 pi/3 (dimensionless): {8*np.pi/3:.8f}")
running = 8*np.pi/3
for s in (1, 2, 4, 5):
    count = int((squares == s).sum())
    part = 2*np.pi*count*shell_integral(np.pi*s)
    running += part
    print(f"Shell r^2={s} a^2: sites {count}, term {part:.8f}, "
          f"total {running:.8f}")
near4 = (squares[squares == 1]**-1.5).sum()
near8 = (squares[squares <= 2]**-1.5).sum()
print(f"Direct sum, 4 neighbours: {near4:.4f}, share {100*near4/S:.1f} %")
print(f"Direct sum, 8 neighbours: {near8:.4f}, share {100*near8/S:.1f} %")
print(f"Patch N={small}, raw sum: {S_small:.4f}")
print(f"Patch N={small}, estimated omitted part: {omitted_sum(small):.4f}")
print(f"Patch N={small}, corrected sum: {S_small+omitted_sum(small):.4f}")
print(f"Effective hole radius b/a: {hole:.4f}")
print(f"Equal-area hole radius b/a: {equal_area_hole:.4f}")
print(f"Equal-area hole estimate of S: {equal_area_sum:.4f}")
print(f"F_1, fast sum (dimensionless): {F1:.6f}")
print(f"F_1, direct charge-pair sum (dimensionless): {F1_direct:.5f}")
print(f"F_2 (dimensionless): {F2:.6f}")
print(f"Twice the sum of all F_j (dimensionless): {other_planes:.8f}")
print(f"S minus other planes (dimensionless): {film_constant:.8f}")
print(f"alpha: {alpha:.1f} bohr^3")
print(f"a: {a:.1f} bohr")
print(f"E0: {E0:.4f} a.u. = {E0*to_V_per_nm:.4f} V/nm")
print(f"alpha/a^3 (dimensionless): {x:.6f}")
print(f"S alpha/a^3 (dimensionless): {S*x:.5f}")
print(f"Isolated dipole: {p_isolated:.6f} e bohr")
print(f"Layer dipole: {p_layer:.6f} e bohr")
print(f"Layer dipole, extrapolated clusters: {p_cluster:.6f} e bohr")
print(f"Centre dipole, N={n1} patch: {p1:.6f} e bohr")
print(f"Centre dipole, N={n2} patch: {p2:.6f} e bohr")
print(f"Field of neighbours: {E_neighbours:.7f} a.u. "
      f"= {E_neighbours*to_V_per_nm:.4f} V/nm")
print(f"Local field: {E_local:.7f} a.u.")
print(f"Thick-film interior dipole: {p_film:.6f} e bohr")
print(f"Stack of {planes} planes, middle dipole: "
      f"{p_stack[planes//2]:.6f} e bohr")
print(f"Stack of {planes} planes, surface dipole: {p_stack[0]:.6f} e bohr")
for spacing in (6.0, 8.0, 10.0):
    density = 1/spacing**2
    ratio = 1/(1 + S*alpha*density**1.5)
    print(f"a={spacing:.0f} bohr: density {density:.6f} bohr^-2, "
          f"p/p_isolated {ratio:.4f}")
    print(f"a={spacing:.0f} bohr: dipole per area "
          f"{density*ratio*alpha*E0:.4e} e/bohr")
print("OK")
```

Running it gives:

```
S, fast sum (dimensionless): 9.03362168
S, direct charge-pair sum (dimensionless): 9.03362
Constant 8 pi/3 (dimensionless): 8.37758041
Shell r^2=1 a^2: sites 4, term 0.64184420, total 9.01942461
Shell r^2=2 a^2: sites 4, term 0.01418262, total 9.03360723
Shell r^2=4 a^2: sites 4, term 0.00001352, total 9.03362074
Shell r^2=5 a^2: sites 8, term 0.00000094, total 9.03362168
Direct sum, 4 neighbours: 4.0000, share 44.3 %
Direct sum, 8 neighbours: 5.4142, share 59.9 %
Patch N=10, raw sum: 8.4954
Patch N=10, estimated omitted part: 0.5387
Patch N=10, corrected sum: 9.0341
Effective hole radius b/a: 0.6955
Equal-area hole radius b/a: 0.5642
Equal-area hole estimate of S: 11.1367
F_1, fast sum (dimensionless): 0.327465
F_1, direct charge-pair sum (dimensionless): 0.32747
F_2 (dimensionless): 0.000555
Twice the sum of all F_j (dimensionless): 0.65604127
S minus other planes (dimensionless): 8.37758041
alpha: 10.0 bohr^3
a: 6.0 bohr
E0: 0.0010 a.u. = 0.5142 V/nm
alpha/a^3 (dimensionless): 0.046296
S alpha/a^3 (dimensionless): 0.41822
Isolated dipole: 0.010000 e bohr
Layer dipole: 0.007051 e bohr
Layer dipole, extrapolated clusters: 0.007052 e bohr
Centre dipole, N=12 patch: 0.007154 e bohr
Centre dipole, N=25 patch: 0.007102 e bohr
Field of neighbours: -0.0002949 a.u. = -0.1516 V/nm
Local field: 0.0007051 a.u.
Thick-film interior dipole: 0.007205 e bohr
Stack of 21 planes, middle dipole: 0.007205 e bohr
Stack of 21 planes, surface dipole: 0.007128 e bohr
a=6 bohr: density 0.027778 bohr^-2, p/p_isolated 0.7051
a=6 bohr: dipole per area 1.9586e-04 e/bohr
a=8 bohr: density 0.015625 bohr^-2, p/p_isolated 0.8500
a=8 bohr: dipole per area 1.3282e-04 e/bohr
a=10 bohr: density 0.010000 bohr^-2, p/p_isolated 0.9171
a=10 bohr: dipole per area 9.1715e-05 e/bohr
OK
```
